# Fixed Point and Stability of a Dielectric-Dependent Hybrid in a Model Oxide

A hybrid functional whose exchange fraction is the inverse optical dielectric constant can give the wrong gap because it was stopped too early. In the model oxide below, the semilocal starting point has dielectric constant 5.38, so the first update sets the exchange fraction to 0.186 and the gap to 5.86 eV. That wider gap screens less, which calls for more exchange. When fraction and dielectric constant finally agree, the gap is 6.50 eV. The single update misses 0.64 eV, a tenth of the self-consistent gap. This size belongs to the model, in which screening responds strongly to the gap; if it responds more weakly, the miss is smaller.

Two further things can go wrong. The change between successive iterates is not the remaining error, and the two can differ greatly when convergence is slow. In the model there may also be several self-consistent answers, the one found depending on the start, though only for slopes much steeper than that of the oxide below. One number, the derivative of the update at the fixed point, governs the first problem, and its size at all possible fixed points settles the second.

## The model and its iteration

Let $\alpha$ be the fraction of exact exchange, between 0 and 1. The model has

$$E_g(\alpha)=E_0+k\alpha,\qquad M(\alpha)=E_g(\alpha)+D,$$

where $E_0$ is the semilocal gap, $k>0$ its slope, and $M$ the mean energy of the optical transitions. The offset $D$ is held fixed, so the mean energy rises by as much as the gap. This is an assumption, and how well it holds depends on the mean chosen. In a water molecule, dipole-weighted means of the orbital transition energies rise 1.3 to 1.6 times as fast as the gap, while the effective energy defined by the Penn relation below, $M\propto\chi^{-1/2}$ with eight valence electrons, rises about as fast as the gap when $\chi$ is the plain sum over orbital transitions. With the fully relaxed response to a field, the kind normally used in dielectric-dependent hybrids, the polarizability falls by only 3% (def2-SVP) to 7% (aug-cc-pVDZ) between $\alpha=0$ and 0.25, instead of 18 to 20%. The same effective energy then rises only 0.2 to 0.4 times as fast as the gap. A molecule is not a solid, but this suggests that the model can overstate the feedback. With $M_0=E_0+D>0$, the scalar optical dielectric constant is

$$\varepsilon=1+\chi,\qquad \chi=\chi_0\left(\frac{M_0}{M}\right)^p .$$

Here $\chi_0$ is the susceptibility at $\alpha=0$, and the exponent $p$ is 1 or 2, for reasons given below. Local fields and electron-hole attraction are left out. The iteration is

$$\alpha_{n+1}=F(\alpha_n),\qquad F(\alpha)=\frac{1}{\varepsilon(E_g(\alpha))},$$

and a self-consistent hybrid is a fixed point, $\alpha_*=F(\alpha_*)$.

### Why the gap is nearly linear

The hybrid replaces a fraction $\alpha$ of the semilocal exchange potential $v_x$ by the exact exchange operator $\Sigma_x$, so its Hamiltonian is $H_0+\alpha(\Sigma_x-v_x)$. With the density and orbitals frozen, first-order perturbation theory moves level $i$ by $\alpha\langle i|\Sigma_x-v_x|i\rangle$. Subtracting the highest occupied level from the lowest empty one gives

$$k=\langle\Sigma_x-v_x\rangle_{\rm empty}-\langle\Sigma_x-v_x\rangle_{\rm occupied}.$$

Relaxation of the orbitals and density corrects this slope and bends the line. Its size was tested in a water molecule with PBE plus exact exchange in the def2-SVP basis. The frozen-orbital formula gives 12.43 eV, and so does the derivative found by diagonalizing the perturbed Hamiltonian at fixed density. With full relaxation, the orbital gap goes from 7.01 to 10.07 eV between $\alpha=0$ and 0.25, a slope of 12.23 eV. At $\alpha=0.25$ the gap departs from the straight line between $\alpha=0$ and 0.5 by 0.23% of the total opening. These are orbital gaps in a small basis without diffuse functions, not measured excitation energies. In the larger aug-cc-pVTZ basis the two gaps fall to 6.31 and 8.74 eV, the frozen-orbital slope to 10.4 eV and the relaxed slope to 9.7 eV. Relaxation then lowers the slope by 7% instead of 2%, while the departure from the straight line stays below 1%. They support the linear form in one molecule; they do not supply the slope of an oxide.

### Why two exponents

For electrons of density $n$ with ground state $|0\rangle$, second-order perturbation theory in a static field gives

$$\chi=\frac{2ne^2}{\epsilon_0}\sum_{j\neq0}\frac{|\langle j|x|0\rangle|^2}{E_j-E_{\rm ground}} .$$

For an electron on a harmonic spring, $x$ connects the ground state to the first excited state alone, with energy $M$ and $|\langle1|x|0\rangle|^2=\hbar^2/(2mM)$. Therefore

$$\chi=\frac{ne^2\hbar^2}{\epsilon_0mM^2}=\left(\frac{W}{M}\right)^2,\qquad W=\hbar\sqrt{\frac{ne^2}{\epsilon_0m}},$$

where $W$ is the plasma energy. Stiffening the spring raises the denominator and also shrinks the squared dipole, each contributing one power of $M$. This is the Penn closure, $p=2$, with $\chi_0=(W/M_0)^2$.

Now keep the spring and raise all empty states by an energy $S$ with the nonlocal operator $S(1-|0\rangle\langle0|)$. The eigenstates do not change, so the dipole stays and only the denominator grows. Then $\chi\propto1/M$, which is $p=1$. This is exact for a single transition. In a solid the transitions are spread in energy, and a rigid opening lowers $\chi$ somewhat faster. For example, let the squared dipoles be spread evenly from 4 to about 27 eV, which gives the same $\chi$ as a single transition at 12 eV. An opening of 2.5 eV then multiplies $\chi$ by 0.79 instead of 0.83.

Finite-field diagonalization tests both laws. At $M=12$ eV and the electron density of the example, $\chi=4.377$. Stiffening to 14.5 eV gives 2.998, in agreement with $4.377(12/14.5)^2$. Raising the empty states by 2.5 eV gives 3.623, in agreement with $4.377(12/14.5)$. Exact exchange is nonlocal but also reshapes orbitals, so neither closure is derived for a real oxide. Comparing them measures sensitivity; they are not proven bounds.

## The multiplier

Let $e_n=\alpha_*-\alpha_n$ be the error. Expanding $F$ about the fixed point gives

$$e_{n+1}=F(\alpha_*)-F(\alpha_*-e_n)=\lambda e_n+O(e_n^2),\qquad \lambda=F'(\alpha_*).$$

The fixed point is locally stable if $|\lambda|<1$ and unstable if $|\lambda|>1$.

To find $\lambda$, differentiate $\chi$. Since $dM/d\alpha=k$,

$$\frac{d\varepsilon}{d\alpha}=\frac{d\chi}{d\alpha}=-\frac{p\chi k}{M}.$$

The derivative of $1/\varepsilon$ brings a second minus sign:

$$F'=-\frac{1}{\varepsilon^2}\frac{d\varepsilon}{d\alpha}=\frac{pk}{M}\,\frac{1}{\varepsilon}\,\frac{\chi}{\varepsilon}.$$

At the fixed point $1/\varepsilon=\alpha_*$ and $\chi/\varepsilon=(\varepsilon-1)/\varepsilon=1-\alpha_*$. Also $k\alpha_*=M_*-M_0$, where $M_*=M(\alpha_*)$. Hence

$$\boxed{\lambda=\frac{pk\alpha_*(1-\alpha_*)}{M_*}=p(1-\alpha_*)\left(1-\frac{M_0}{M_*}\right)}$$

The multiplier is positive: the feedback reinforces a change, and errors keep their sign. It is the loop gain of the chain from exchange to gap to screening and back to exchange. If $k\to0$, then $M_*\to M_0$ and $\lambda\to0$; a single update is then enough. If $\chi_0\to0$ at fixed $k$ and $M_0$, then $\alpha_*\to1$ and $\lambda\to0$ again, because there is little screening left to change.

## How many fixed points

**Closure $p=1$.** Both factors in $\lambda$ lie between 0 and 1, so every fixed point has $\lambda<1$. The function $F(\alpha)-\alpha$ is positive at $\alpha=0$ and negative at $\alpha=1$, so it has a zero. Its slope at every zero is $\lambda-1<0$. Two successive downward crossings would need an upward one between them, so there is one fixed point, and it is stable.

**Closure $p=2$.** Measure energies in units of $W$, with $x=M_*/W$, $a=M_0/W$ and $b=k/W$. Then $\varepsilon=1+1/x^2$, so

$$\alpha_*=\frac{x^2}{1+x^2},\qquad1-\alpha_*=\frac{1}{1+x^2},\qquad \lambda=\frac{2(x-a)}{x(1+x^2)} .$$

The condition $\lambda<1$ reads $2x-2a<x+x^3$, or

$$\frac{x(1-x^2)}{2}<a .$$

The left side has derivative $(1-3x^2)/2$ and peaks at $x=1/\sqrt3$, with value

$$\frac12\,\frac{1}{\sqrt3}\,\frac23=\frac{1}{3\sqrt3}\approx0.192 .$$

If $a$ exceeds this value, every possible fixed point has $\lambda<1$, and the crossing argument again leaves one. In terms of the semilocal dielectric constant, $\varepsilon(0)=1+1/a^2$, the condition is

$$\boxed{\varepsilon(0)<28}$$

It holds for every positive slope $k$, within the Penn closure and the linear gap.

Above 28, the slope decides. The fixed-point equation $x=a+b\alpha_*$ can be solved for the slope that places a fixed point at $x$:

$$b(x)=\frac{(x-a)(1+x^2)}{x^2},\qquad
\frac{b'(x)}{b(x)}=\frac{1}{x-a}+\frac{2x}{1+x^2}-\frac2x=\frac{1}{x-a}-\frac{2}{x(1+x^2)} .$$

This is positive when $x(1+x^2)>2(x-a)$, which is again $\lambda<1$. For $a<1/(3\sqrt3)$ the function $b(x)$ therefore rises, falls, and rises again. Slopes strictly between its local minimum and local maximum give three fixed points. The middle one lies on the falling part, has $\lambda>1$, and is unstable.

This also sets a least slope. At the local minimum $\lambda=1$, so $x-a=x(1+x^2)/2$ and $b=(1+x^2)^2/(2x)$, which is never below its value at $x=1/\sqrt3$, namely $8/(3\sqrt3)\approx1.54$. Several fixed points therefore require $k>1.54\,W$ as well as $\varepsilon(0)>28$. For $W=15$ eV that means a slope above 23 eV, whereas the oxide below has 10 eV.

A scan of the fixed-point cubic tested the limit. For $M_0/W=0.195$, 0.25, 0.5 and 1, with $k/W$ from 0.05 to 100, each sampled case had one fixed point with slope below one. At $M_0/W=0.18$, three appeared for some $k/W$ between 1.4 and 1.8.

A case well inside the window has $M_0/W=0.1$ and $k/W=2.2$, so $\varepsilon(0)=101$. Its fixed points are $\alpha=0.021$, 0.131 and 0.757, with multipliers 0.62, 1.29 and 0.46. Starting $10^{-4}$ below the middle one leads to the lowest, and starting $10^{-4}$ above leads to the highest. With such parameters the iteration can converge cleanly to either of two different gaps. The ratio $k/W$ is over five times that of the oxide below, so the case shows the mechanism and does not represent a known material.

**Convergence from afar.** Since $k>0$, $F$ is increasing. Starting from $\alpha_0=0$, $\alpha_1=F(0)>\alpha_0$, and applying $F$ repeatedly preserves the order. The iterates rise, stay below the lowest fixed point, and must converge to it by continuity. Starting from 1 they fall to the highest fixed point. When there is one fixed point, both limits coincide, and every start between 0 and 1 is squeezed to it.

## The worked example

The parameters are round, hafnia-like values: $E_0=4$ eV, $k=10$ eV, $D=8$ eV, and 16 valence electrons in 35 Å$^3$. The density gives $W=25.1$ eV. Hence $M_0=12$ eV and $M_0/W=0.478$, well above 0.192. The semilocal dielectric constant is

$$\varepsilon(0)=1+\left(\frac{25.106}{12}\right)^2=5.377,$$

well below 28, so the $p=2$ fixed point is unique and stable.

Starting from the semilocal gap, the iteration gives:

| $n$ | $\alpha_n$ | $E_g$ (eV) | $\varepsilon$ |
|---|---|---|---|
| 0 | 0.0000 | 4.000 | 5.377 |
| 1 | 0.1860 | 5.860 | 4.281 |
| 2 | 0.2336 | 6.336 | 4.067 |
| 3 | 0.2459 | 6.459 | 4.015 |
| 4 | 0.2491 | 6.491 | 4.002 |

The limit is $\alpha_*=0.2502$, with $E_g=6.50$ eV, $\varepsilon=4.00$ and $M_*=14.50$ eV. That $\alpha_*$ lies close to one quarter is an accident of the chosen parameters, but it has a consequence. With $y=M/W$, the update is $F=y^2/(1+y^2)$, and differentiating twice with respect to $\alpha$ gives $F''=2(k/W)^2(1-3y^2)/(1+y^2)^3$. This vanishes at $y^2=1/3$, where $F=1/4$. The quadratic term in the error expansion is therefore almost absent in this example. The multiplier is

$$\lambda=2(1-0.2502)\left(1-\frac{12}{14.5017}\right)=0.259,$$

and the observed ratio of late successive steps agrees with it to the printed five decimals. Each pass removes about three quarters of the error.

## Stopping and mixing

The error after an update follows from the step just taken. To leading order $e_{n+1}=\lambda e_n$, so

$$\alpha_{n+1}-\alpha_n=e_n-e_{n+1}=(1-\lambda)e_n,
\qquad e_{n+1}\simeq\frac{\lambda}{1-\lambda}(\alpha_{n+1}-\alpha_n).$$

For the fourth update the step is $0.249058-0.245875=0.003183$, and the estimate is

$$\frac{0.2587}{0.7413}\times0.003183=0.00111 .$$

This matches the true remaining error to the printed digits. The agreement is helped by the nearly vanishing quadratic term of this example; in general the estimate holds only to leading order. Multiplying by $k$ turns it into 11 meV in the gap, whereas the step itself was 32 meV. Here the step is a cautious measure of error. For $\lambda>1/2$ it becomes too small, and near $\lambda=1$ it becomes useless. In practice $\lambda$ can be estimated from the ratio of two successive steps; the third and fourth give $0.003183/0.012307=0.259$.

Linear mixing replaces the update by $\alpha_{n+1}=\alpha_n+\beta[F(\alpha_n)-\alpha_n]$. Its derivative at the fixed point is

$$\mu=1+\beta(\lambda-1)=1-\beta(1-\lambda).$$

For $\lambda<1$, the condition $-1<\mu<1$ gives $0<\beta<2/(1-\lambda)$, and $\mu$ vanishes at $\beta=1/(1-\lambda)$. In the example these values are 2.70 and 1.35. Because the errors keep their sign, modest over-relaxation helps, and damping with $\beta<1$ slows the approach. From $\alpha=0$, the plain iteration needs six updates to bring the gap within 1 meV of its limit, and $\beta=1.35$ needs two. This gain uses the converged $\lambda$, which is not known at the start of a real calculation. If $\lambda>1$, no positive $\beta$ stabilizes the point, since $\mu$ then exceeds one.

The working procedure is therefore:

1. Compute the gap and $\varepsilon$ at $\alpha_n$, and set $\alpha_{n+1}=1/\varepsilon$.
2. After two steps, estimate $\lambda$ from their ratio.
3. Stop when $k\lambda|\alpha_{n+1}-\alpha_n|/(1-\lambda)$ is below the gap tolerance, provided the step ratio has settled below one.
4. The model allows a second stable solution only if $\varepsilon(0)>28$ and $k>1.54\,W$. If both conditions are met or nearly met, repeat from a large $\alpha$ to look for it.

## How input errors grow

Self-consistency can amplify errors in the model itself, which further iteration cannot remove. For $p=2$, hold $W$, $D$ and $k$ fixed and change $E_0$ by $\delta E_0$. Since $F$ depends on $E_0+k\alpha$, its derivative with respect to $E_0$ is $\lambda/k$. The fixed-point condition gives

$$\delta\alpha=\lambda\,\delta\alpha+\frac{\lambda}{k}\delta E_0
\quad\Rightarrow\quad
\delta\alpha=\frac{\lambda}{k(1-\lambda)}\delta E_0,$$

$$\delta E_g=\delta E_0+k\,\delta\alpha=\frac{\delta E_0}{1-\lambda}.$$

The factor is 1.35 here and diverges as $\lambda\to1$. Suppose lattice vibrations at the temperature of use lower $E_0$ by a rough 0.2 eV. If all optical transitions fall with it and $W$ is fixed, the self-consistent gap falls by 0.27 eV. If the mean transition energy $M_0$ stays unchanged, the gap falls by 0.20 eV. An error in the assumed offset $D$ enters only through $F$, so at fixed $W$ its factor is $\lambda/(1-\lambda)=0.35$: 1 eV in $D$ moves the gap by 0.35 eV.

These factors let $\varepsilon(0)$ change with $M_0$. If $\varepsilon(0)$ is instead held at a known value, there is no such amplification: the 0.2 eV fall of all transitions lowers the gap by 0.19 eV, and raising $D$ by 1 eV lowers it by only 0.07 eV.

A relative error in $\chi$ acts through $F=1/(1+\chi)$. At fixed $\alpha$, $\delta F=-\alpha(1-\alpha)\,\delta\chi/\chi$, so to first order

$$\delta E_g=-\frac{k\alpha_*(1-\alpha_*)}{1-\lambda}\frac{\delta\chi}{\chi}.$$

For +10% this predicts $-0.25$ eV; solving the model again gives $-0.23$ eV, the difference being the nonlinearity. This shows the sensitivity to local fields and electron-hole attraction, whose combined sign and size are not decided by the model. A constant factor does not capture their dependence on $\alpha$: in water the relaxed polarizability lies 26% below the plain sum over transitions at $\alpha=0$ but only 13% below it at $\alpha=0.25$, which weakens the feedback and lowers the multiplier. A 5% increase, as when the exchange fraction is taken from a crystal axis whose susceptibility is 5% above the mean, gives $-0.12$ eV. Reducing $k$ by 10%, an allowance for orbital relaxation somewhat above the 7% found for water in the larger basis, gives $-0.33$ eV.

The choice of closure matters about as much as 1 eV in $D$ at fixed $W$, and more than the other changes above. With $\chi_0$, $E_0$, $k$ and $D$ held fixed, $p=1$ gives $\alpha_*=0.212$, $\varepsilon=4.72$ and a gap of 6.12 eV, which is 0.38 eV lower. Its multiplier is 0.118. The weaker response of screening to the gap reduces the feedback. A rigid opening of the evenly spread transitions described earlier gives 6.20 eV, so the value of 6.50 eV rests on the Penn closure. It also rests on the assumed equal rise of the gap and the mean transition energy: if the mean rose 1.5 times as fast as the gap, the $p=2$ gap would be about 0.5 eV higher. If it rose only 0.4 times as fast, near the upper value for the relaxed response of water, the gap would be about 6.07 eV, the multiplier about 0.1, and a single update would miss only about 0.2 eV.

For comparison, hafnia has a gap of roughly 5.5 to 6 eV and an optical dielectric constant of roughly 4 to 5. The $p=2$ gap is somewhat high and its dielectric constant is at the low end. The model describes no specific phase. A ferroelectric hafnia capacitor breaks the assumption of a scalar $\varepsilon$, and the result then depends on how the exchange fraction is chosen. Using one axis with a susceptibility 5% above the mean moves the model gap by 0.12 eV. Averaging $1/\varepsilon$ over three axes with susceptibilities 5% below, at and 5% above the mean moves it by only 0.003 eV. The capacitor also works in a strong field. At 2 MV/cm and a rough reduced mass $m_r=0.5m$, the Franz-Keldysh energy $(e^2\mathcal E^2\hbar^2/2m_r)^{1/3}$, with $\mathcal E$ the field, is about 0.14 eV. It sets the scale over which the field smears the absorption edge and is not a shift to be subtracted from the gap. Nor does the gap fix the barriers for carriers at the electrodes, because the model does not say how the opening divides between the two band edges.

The remaining digits are in the numerical output. For this oxide, a few iterations bring the numerical error to the meV range, while the closure and the neglected physics leave an uncertainty of some tenths of an eV.

## Table of computed values

```
MODEL INPUTS (rough hafnia-like)
semilocal gap E0 = 4.0 eV, slope k = 10.0 eV
offset D = 8.0 eV, M0 = 12.0 eV
valence electrons = 16 in 35 A^3
plasma energy W = 25.106 eV
eps at alpha=0: 5.3773
WATER MOLECULE, PBE + exact exchange, def2-SVP
O-H 0.96 A, angle 104.5 deg (inputs)
gap at alpha 0, 0.25, 0.5: 7.010 10.066 13.095 eV
frozen-orbital slope = 12.431 eV
one-shot diagonalization slope = 12.431 eV
relaxed slope, 0 to 0.25 = 12.227 eV
midpoint deviation / opening = 0.23 %
BOUND ELECTRON, finite-field susceptibility
chi at 12 eV = 4.3773
chi, spring stiffened by 2.5 eV = 2.9980
chi, empty states raised by 2.5 eV = 3.6226
ITERATION, p=2: n, alpha, gap (eV), eps(gap)
0 0.000000 4.0000 5.3773
1 0.185968 5.8597 4.2814
2 0.233568 6.3357 4.0671
3 0.245875 6.4587 4.0151
4 0.249058 6.4906 4.0019
5 0.249882 6.4988 3.9985
6 0.250095 6.5009 3.9976
fixed point alpha* = 0.250169
gap* = 6.5017 eV, eps* = 3.9973
mean energy M* = 14.5017 eV
multiplier: formula 0.25871, observed 0.25871
error left after step 4: 1.111e-03, estimate 1.111e-03
mixing: limit 2.6980, best 1.3490
steps to 1 meV: plain 6, best mixing 2
UNIQUENESS, p=2
M0/W: limit 0.19245, oxide 0.47797
eps(alpha=0) limit = 28.000
three-point case: M0/W = 0.1, k/W = 2.2
its eps(alpha=0) = 101.0
its alphas: 0.02081 0.13113 0.75715
its slopes: 0.6150 1.2904 0.4582
NEGLECTED EFFECTS, change of self-consistent gap
p=1 closure: alpha* 0.21184, eps* 4.7205
p=1 gap 6.1184 eV, change -0.3833 eV
p=1 multiplier = 0.11826
chi +10% (local fields, e-h attraction): -0.2315 eV
chi +5% (anisotropy): -0.1209 eV
slope k -10% (relaxation): -0.3261 eV
E0 lowered 0.2 eV (vibrations): -0.2698 eV
amplification d(gap*)/dE0 = 1.3490
Franz-Keldysh energy at 2.0 MV/cm, mass 0.5 m_e: 0.1450 eV
```
